# The g factor of an electron bound in the Dirac 1S state

**Q.** The Dirac equation gives a free electron \(g=2\). An electron in the 1S state of a hydrogen-like ion has no orbital angular momentum, so I would expect its Zeeman splitting to show \(g=2\) again. Does binding change anything?

**A.** It does, and for a simple model the change can be found in closed form. The model is one electron in the potential \(V=-Z/r\) of a point-like, spinless, infinitely heavy nucleus with \(Z\alpha<1\), without radiative corrections. I use Hartree atomic units, \(\hbar=m=e=4\pi\varepsilon_0=1\). Then \(c=1/\alpha\), the electron's charge is \(-1\), the Bohr magneton \(e\hbar/2m\) is \(\mu_B=\tfrac12\), and the unit of field is \(\hbar/(ea_0^2)=2.350518\times10^5\) T. The g factor is defined by the shift linear in the field,
\[ \Delta E = g\,\mu_B B\,m=\tfrac12\,gBm ,\qquad m=\pm\tfrac12 , \]
where \(m\) is the projection of the total angular momentum on \(\mathbf B\). With this sign \(g\) is positive for an electron.

A charge \(q\) couples through \(\mathbf p\to\mathbf p-q\mathbf A\), which here is \(\mathbf p+\mathbf A\). For a homogeneous field take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). Its curl is \(\tfrac12[\mathbf B(\nabla\cdot\mathbf r)-(\mathbf B\cdot\nabla)\mathbf r]=\tfrac12(3\mathbf B-\mathbf B)=\mathbf B\). The Hamiltonian is \(H=H_0+H'\) with
\[ H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad H'=\frac c2\,\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\frac c2\,\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha), \]
\[ \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}. \]
The second form of \(H'\) is the cyclic property of the triple product. The operator \(H'\) connects the upper two components of the spinor to the lower two, so the shift depends on their product and therefore on the shape of the bound state.

**Q.** Your \(\mathbf A\) singles out the nucleus as origin. Another gauge would give another \(H'\).

**A.** It would add \(c\,\boldsymbol\alpha\cdot\nabla\Lambda\) for some function \(\Lambda(\mathbf r)\). Since \([c\,\boldsymbol\alpha\cdot\mathbf p,\Lambda]=-ic\,\boldsymbol\alpha\cdot\nabla\Lambda\) and \(\Lambda\) commutes with \(\beta\) and \(V\), the added term equals \(i[H_0,\Lambda]\). Between two eigenstates of \(H_0\) with the same energy its matrix element is \(i(E-E)\langle a|\Lambda|b\rangle=0\). The first-order shift does not depend on the gauge.

**Q.** Then I need the 1S spinor, and I want to see it solve the equation.

**A.** Write \(\psi=(\varphi,\eta)^T\) with two-component parts. The equation \(H_0\psi=E\psi\) splits into
\[ c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-V-c^2)\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E-V+c^2)\eta . \]
Let \(\mathbf n=\mathbf r/r\) and \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\). The product rule \(\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k\) gives \(\sigma_n^2=1\). Two derivatives are needed. For a radial function \(f\), \(\nabla f=f'\mathbf n\), so \(\boldsymbol\sigma\cdot\nabla f=f'\sigma_n\). For a radial function \(h\),
\[ \boldsymbol\sigma\cdot\nabla(h\sigma_n)=\sigma_i\sigma_j\,\partial_i(hn_j)=\nabla\cdot(h\mathbf n)+i\boldsymbol\sigma\cdot\nabla\times(h\mathbf n)=h'+\frac{2h}{r}, \]
because \(h\mathbf n\) is the gradient of a radial function and has no curl, and \(\nabla\cdot\mathbf n=2/r\). So \(\boldsymbol\sigma\cdot\mathbf p\) carries a spherical \(\varphi\) into a multiple of \(\sigma_n\) and back again, which makes this form closed under the equations:
\[ \psi=\frac{1}{r\sqrt{4\pi}}\begin{pmatrix}P(r)\,\chi\\ iF(r)\,\sigma_n\chi\end{pmatrix}, \]
with real \(P,F\) and a constant normalised two-spinor \(\chi\). Because \(\sigma_n^2=1\), the norm is \(\int_0^\infty(P^2+F^2)\,dr=1\).

In the second equation \(\mathbf p=-i\nabla\) and \((P/r)'=(P'-P/r)/r\) give \(-ic\,(P'-P/r)=i(E-V+c^2)F\). In the first, \(h=F/r\) gives \(h'+2h/r=(F'+F/r)/r\), and the factors combine to \((-i)(i)=1\). Hence
\[ P'-\frac Pr=-\frac{E-V+c^2}{c}\,F, \tag{1} \]
\[ F'+\frac Fr=\frac{E-V-c^2}{c}\,P. \tag{2} \]

Try \(P=Nr^\gamma e^{-\lambda r}\) and \(F=aP\) with a constant \(a\). Then \(P'/P=\gamma/r-\lambda\), and \(-V/c=Z\alpha/r\). Dividing (1) and (2) by \(P\) and matching the \(1/r\) terms and the constant terms gives four conditions:
\[ 1-\gamma=aZ\alpha,\qquad a(1+\gamma)=Z\alpha,\qquad \lambda=\frac{a(E+c^2)}{c},\qquad -a\lambda=\frac{E-c^2}{c}. \]
The second gives \(a=Z\alpha/(1+\gamma)\). Putting it into the first gives \((1-\gamma)(1+\gamma)=(Z\alpha)^2\). The root must be positive, since the mean potential energy \(-Z\int(P^2+F^2)\,dr/r\) converges at the origin only for \(\gamma>0\):
\[ \gamma=\sqrt{1-(Z\alpha)^2}. \]
From \(a^2=(Z\alpha)^2/(1+\gamma)^2=(1-\gamma)/(1+\gamma)\) follow
\[ 1+a^2=\frac{2}{1+\gamma},\qquad 1-a^2=\frac{2\gamma}{1+\gamma}. \]
Eliminating \(\lambda\) from the last two conditions gives \(-a^2(E+c^2)=E-c^2\), so \(E=c^2(1-a^2)/(1+a^2)=\gamma c^2\). Then \(\lambda=ac(1+\gamma)=Z\alpha c=Z\). As \(Z\alpha\to0\) we have \(\gamma\to1\), \(a\to0\), \(P\to Nre^{-Zr}\) and \(E-c^2\to-Z^2/2\), which identifies the state as 1S. For \(Z\alpha>1\) the exponent \(\gamma\) is imaginary and the point-nucleus model has no such state.

**Q.** The lower components contain \(\mathbf n\), which has \(l=1\). In what sense does this state have \(j=\tfrac12\) and a definite \(m\)?

**A.** The conserved quantity is \(\mathbf J=\mathbf L+\tfrac12\boldsymbol\Sigma\), where \(\boldsymbol\Sigma\) is \(\boldsymbol\sigma\) acting on both halves. From \([L_k,n_j]=i\varepsilon_{kjl}n_l\) and \([\tfrac12\sigma_k,\sigma_j]=i\varepsilon_{kjl}\sigma_l\),
\[ [L_k+\tfrac12\sigma_k,\;n_j\sigma_j]=i\varepsilon_{kjl}(n_l\sigma_j+n_j\sigma_l)=0, \]
since the bracket is symmetric in \(j,l\). So \(\mathbf J\) passes through \(\sigma_n\) and acts on a radial function times \(\chi\), where \(\mathbf L\) gives zero. In both halves \(\mathbf J\) is simply \(\tfrac12\boldsymbol\sigma\) acting on \(\chi\). The two independent choices of \(\chi\) form a degenerate \(j=\tfrac12\) doublet, and \(m\) is the spin projection of \(\chi\).

**Q.** A degenerate level cannot be treated with a single expectation value. You need the whole matrix of \(H'\) in the doublet.

**A.** Agreed. Take states \(\psi_a,\psi_b\) built on \(\chi_a,\chi_b\). With \(\eta_a^\dagger\propto-iF\chi_a^\dagger\sigma_n\),
\[ \psi_a^\dagger\alpha_k\psi_b=\varphi_a^\dagger\sigma_k\eta_b+\eta_a^\dagger\sigma_k\varphi_b=\frac{iPF}{4\pi r^2}\,\chi_a^\dagger(\sigma_k\sigma_n-\sigma_n\sigma_k)\chi_b . \]
The commutator is \([\sigma_k,\sigma_j]n_j=2i\varepsilon_{kjl}n_j\sigma_l=2i(\mathbf n\times\boldsymbol\sigma)_k\). With \(i\cdot2i=-2\) and \(\mathbf s_{ab}=\chi_a^\dagger\boldsymbol\sigma\chi_b\),
\[ \psi_a^\dagger\boldsymbol\alpha\,\psi_b=-\frac{2PF}{4\pi r^2}\,\mathbf n\times\mathbf s_{ab}. \]
For \(a=b\), \(c\) times this vector is the probability current. It points along \(\mathbf s\times\mathbf n\), so probability circulates about the spin axis in the right-handed sense, and the negative charge then gives a magnetic moment opposite to the spin.

Now take the cross product with \(\mathbf r=r\mathbf n\) and use \(\mathbf n\times(\mathbf n\times\mathbf s)=\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s\). The angular average of \(n_in_j\) is an isotropic tensor with trace 1, hence \(\delta_{ij}/3\), and the average of the double product is \((\tfrac13-1)\mathbf s=-\tfrac23\mathbf s\). With \(d^3r=r^2\,dr\,d\Omega\),
\[ \langle a|\mathbf r\times\boldsymbol\alpha|b\rangle=(-2)\left(-\tfrac23\right)I\,\mathbf s_{ab}=\tfrac43 I\,\mathbf s_{ab},\qquad I=\int_0^\infty rPF\,dr . \]
Multiplying by \(\tfrac c2\mathbf B\) gives the matrix
\[ H'_{ab}=\frac{2cI}{3}\,(\mathbf B\cdot\boldsymbol\sigma)_{ab}. \]
It is diagonal when \(\chi\) is quantised along \(\mathbf B\), with eigenvalues \(\pm\tfrac23cIB\) for \(m=\pm\tfrac12\). The definition gives \(\pm\tfrac14gB\) for the same levels, so
\[ g=\frac{8c}{3}\,I. \tag{3} \]
Nothing about the form of \(V(r)\) has entered (3).

**Q.** And the integral for the Coulomb state?

**A.** Because \(F=aP\), the normalisation reads \((1+a^2)\int P^2dr=1\), and the mean radius is \(\langle r\rangle=\int rP^2dr/\int P^2dr\). With \(\int_0^\infty r^{s}e^{-2Zr}dr=\Gamma(s+1)/(2Z)^{s+1}\) and \(\Gamma(x+1)=x\Gamma(x)\),
\[ \langle r\rangle=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}. \]
Then
\[ I=a\int rP^2dr=\frac{a\langle r\rangle}{1+a^2}=\frac{Z\alpha}{1+\gamma}\cdot\frac{1+\gamma}{2}\cdot\frac{2\gamma+1}{2Z}=\frac{\alpha(2\gamma+1)}{4}. \]
Inserting this in (3) and using \(c\alpha=1\) gives \(g=\tfrac83\cdot\tfrac14(2\gamma+1)\), which is Breit's result,
\[ g=\frac23\left(1+2\sqrt{1-(Z\alpha)^2}\right). \tag{4} \]
At \(Z\alpha\to0\) it returns \(g=2\). It falls monotonically with \(Z\) and approaches \(\tfrac23\) as \(Z\alpha\to1\).

**Q.** How does it start to fall? I would like the expansion, and to know how far the first term can be trusted.

**A.** With \(u=(Z\alpha)^2\) the binomial series is \(\sqrt{1-u}=1-\tfrac u2-\tfrac{u^2}8-\tfrac{u^3}{16}-\dots\), convergent for \(u<1\). Since \(g=\tfrac23+\tfrac43\gamma\), each coefficient is multiplied by \(\tfrac43\):
\[ g=2-\tfrac23(Z\alpha)^2-\tfrac16(Z\alpha)^4-\tfrac1{12}(Z\alpha)^6-\dots \]
The form \(2-\tfrac23(Z\alpha)^2\) is a truncation and not an identity. Every term of the series of \(\sqrt{1-u}\) after the first is negative, so any truncation lies above (4). The quartic term is \((Z\alpha)^2/4\) times the quadratic one, and to leading order this is the error of the truncation relative to the binding correction \(2-g\).

**Q.** The cancellations in \(I\) look like an accident of the Coulomb function. I see no physical reason yet for the decrease.

**A.** There is a derivation that holds for any s state in any central potential \(V(r)\) that multiplies the unit matrix, because (1), (2) and (3) hold there. Put \(W=E-V\), multiply (1) by \(rP\) and (2) by \(rF\):
\[ rPP'-P^2=-\frac{W+c^2}{c}\,rPF,\qquad rFF'+F^2=\frac{W-c^2}{c}\,rPF . \]
In the sum \(W\) cancels:
\[ \tfrac12\,r\,(P^2+F^2)'-P^2+F^2=-2c\,rPF . \]
Integrate over \(r\). By parts, the first term gives \(-\tfrac12\int(P^2+F^2)dr=-\tfrac12\), because \(r(P^2+F^2)\) vanishes at both ends for a bound state. The next two terms give \(-\langle\beta\rangle\), where \(\langle\beta\rangle=\int(P^2-F^2)dr\). Thus \(2cI=\tfrac12+\langle\beta\rangle\), and (3) becomes
\[ g=\tfrac43\left(\tfrac12+\langle\beta\rangle\right)=\tfrac23\,(1+2\langle\beta\rangle). \tag{5} \]
For the Coulomb state \(\langle\beta\rangle=(1-a^2)/(1+a^2)=\gamma\), which reproduces (4) without a Gamma function. With the weights \(w_P=\int P^2dr\) and \(w_F=\int F^2dr=1-w_P\) we have \(\langle\beta\rangle=1-2w_F\), and
\[ g=2-\tfrac83\,w_F . \]
In this model the whole deviation from 2 is fixed by the weight of the lower components.

**Q.** Then I can guess the answer another way. The upper part is \(s_{1/2}\) with Landé factor 2, the lower part is \(p_{1/2}\) with Landé factor \(\tfrac23\), and the weighted mean is \(2w_P+\tfrac23w_F=2-\tfrac43w_F\). That is half your correction.

**A.** Both Landé factors are right, but the lower one enters with the opposite sign. The Landé factor is \(\langle L_z+\sigma_z\rangle/m=\langle J_z+\tfrac12\sigma_z\rangle/m\). For the lower spinor, \(\sigma_k\sigma_n=2n_k-\sigma_n\sigma_k\) gives \(\sigma_n\sigma_k\sigma_n=2n_k\sigma_n-\sigma_k\), whose angular average is \((\tfrac23-1)\sigma_k=-\tfrac13\sigma_k\). So \(\langle J_z+\tfrac12\sigma_z\rangle=m-\tfrac13m=\tfrac23m\), as you say. Equation (5), however, reads
\[ g=\tfrac23\,(w_P+w_F+2w_P-2w_F)=2w_P-\tfrac23w_F , \]
which means \(gm=\langle\beta(L_z+\Sigma_z)\rangle\). Your mean assumes that the field couples to \(L_z+\Sigma_z\). The operator in the Dirac equation is \(H'\), and its expectation value in these states equals that of \(\tfrac12B\,\beta(L_z+\Sigma_z)\), where \(\beta=-1\) on the lower components. At \(Z\alpha\to1\) the weights are equal and \(g=1-\tfrac13=\tfrac23\), in agreement with (4).

**Q.** Where does the coefficient \(\tfrac23\) come from in non-relativistic language?

**A.** From the kinetic energy. To leading order in \(\alpha\), \(E-V+c^2\approx2c^2\), so (1) gives \(F\approx-(P'-P/r)/(2c)\) with \(P\) the Schrödinger radial function. The approximation fails only where \(|V|\) reaches \(c^2\), that is for \(r\lesssim Z\alpha^2\), a region whose probability is of order \((Z\cdot Z\alpha^2)^3=(Z\alpha)^6\). Since \(P'-P/r=r(P/r)'\), the integral \(\int(P'-P/r)^2dr\) equals \(\int|\nabla\varphi|^2d^3r=\langle p^2\rangle=2\langle T\rangle\). Therefore \(w_F\approx\tfrac12\alpha^2\langle T\rangle\) and
\[ g\approx2-\tfrac43\alpha^2\langle T\rangle , \tag{6} \]
with corrections of relative order \((Z\alpha)^2\) in \(2-g\). For \(P\propto re^{-Zr}\) one has \(P'-P/r=-ZP\), so \(\langle T\rangle=Z^2/2\) and \(\tfrac43\cdot\tfrac12=\tfrac23\). Confinement gives the electron momentum, and at this order the moment drops in proportion to \(\langle p^2\rangle/c^2\).

**Q.** In the Coulomb case \(\gamma\) is also \(E/c^2\). Could the general law not equally be \(g=\tfrac23(1+2E/c^2)\)?

**A.** The derivation produced \(\langle\beta\rangle\), and a screened potential separates the two candidates. The numerical check solves (1) and (2) in a Laguerre basis for \(V=-Ze^{-\mu r}/r\). For \(Z=50\), \(\mu=10\) bohr\(^{-1}\) it finds \(E-c^2=-858.819\) hartree and \(\langle\beta\rangle=0.934160\). Equations (3) and (5) both give \(g=1.912213\), whereas \(E/c^2\) in place of \(\langle\beta\rangle\) gives \(1.939022\). For \(Z=2\), \(\mu=0.5\) bohr\(^{-1}\), a separate Schrödinger calculation gives \(\langle T\rangle=1.854897\) hartree, so (6) predicts \(2-g=1.31701\times10^{-4}\) against the Dirac value \(1.31709\times10^{-4}\). The difference is about \(6\times10^{-5}\) of \(2-g\), and the test demands less than \(10^{-3}\).

**Q.** All of this is first order in \(B\). How weak must the field be, and does the second order not spoil the splitting?

**A.** The second order drops out of the splitting by time reversal. Let \(\Theta=\Sigma_yK\), with \(K\) complex conjugation. For each Pauli matrix \(\sigma_y\sigma_k^*\sigma_y=-\sigma_k\), so \(\Theta\) reverses \(\boldsymbol\alpha\) and \(\boldsymbol\Sigma\). Conjugation reverses \(\mathbf p=-i\nabla\) and hence \(\mathbf L\), while \(\beta\), \(\mathbf r\) and \(V\) are unchanged. So \(H_0\) is invariant, \(H'\) changes sign and \(\mathbf J\) changes sign. With the field \(B\) along \(z\), where \(J_z\) remains conserved, this gives \(E(m,B)=E(-m,-B)\). If \(E(\tfrac12,B)=E_0+c_1B+c_2B^2+c_3B^3+\dots\), then \(E(-\tfrac12,B)\) has the odd terms reversed. The splitting is \(2c_1B+2c_3B^3+\dots\), and \(c_2B^2\) shifts both levels alike. The apparent g factor, the splitting divided by \(\mu_BB\), is in error at order \(B^2\).

The scale follows from an order-of-magnitude argument. The orbit has size \(1/Z\) and the level spacings are of order \(Z^2\). The diamagnetic energy \(A^2/2\sim B^2/Z^2\), measured against \(Z^2\), is \((B/Z^2)^2\), so weak means \(B\ll Z^2\). There is a further suppression. With \(\boldsymbol\pi=\mathbf p+\mathbf A\), eliminating \(\eta\) at leading order in \(\alpha\) gives the kinetic term \(\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\tfrac12\pi^2+\tfrac i2\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\tfrac12\pi^2+\tfrac12\boldsymbol\sigma\cdot\mathbf B\), because \(\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B\). In that limit spin and orbit decouple and the splitting is exactly \(B\) at any field. The coefficient \(c_3\) is therefore relativistic, and the estimate for the error in \(g\) is \((Z\alpha)^2(B/Z^2)^2\) times a number of order one.

The program diagonalises the full \(H\) for \(Z=50\) in a basis of five angular channels, at \(B=10\) and \(20\) a.u., where \(B/Z^2=0.004\) and \(0.008\). The apparent values are \(1.9080767\) and \(1.9080692\), below (4) by \(2.506\times10^{-6}\) and \(1.002\times10^{-5}\), in the ratio \(4.000\). The common shifts, \(8.259\times10^{-3}\) and \(3.304\times10^{-2}\) hartree, stand in the ratio \(3.9998\). Removing the \(B^2\) term by \((4g_{10}-g_{20})/3\) gives \(1.9080792\), and agreement with (4) is asserted to \(10^{-7}\). In units of \((Z\alpha)^2(B/Z^2)^2\) the error is about \(-1.2\) in this basis. The \(B^2\) law is thus tested at one \(Z\), while the dependence on \(Z\) rests on the estimate alone. At 1 T and \(Z=1\), \(B/Z^2=4.254\times10^{-6}\), and the estimate puts the error in \(g\) near \(10^{-15}\).

**Q.** Show me the numbers for a definite case.

**A.** Take the model ion with \(Z=10\), using \(\alpha=7.2973526\times10^{-3}\) and \(c=137.0360\). Then \(Z\alpha=0.0729735\) and \(\gamma=0.9973339\), so that \(2\gamma+1=2.9946678\) and
\[ a=\frac{0.0729735}{1.9973339}=0.0365355,\qquad \langle r\rangle=\frac{2.9946678}{20}=0.1497334\ \text{bohr}, \]
\[ I=\frac{7.2973526\times10^{-3}\times2.9946678}{4}=5.463287\times10^{-3}\ \text{bohr}. \]
The basis calculation gives the same \(I\) to all printed digits. Equation (3) gives \(g=\tfrac83\times137.0360\times5.463287\times10^{-3}=1.996445\), and (4) gives \(\tfrac23\times2.9946678=1.996445\). A field of 1 T is \(4.254382\times10^{-6}\) a.u., so the splitting is
\[ \tfrac12\times1.996445\times4.254382\times10^{-6}=4.246820\times10^{-6}\ \text{hartree}, \]
which is \(27.9427\) GHz with 1 hartree \(=6.579684\times10^6\) GHz. The three cases computed compare as follows.

| \(Z\) | \(g\) | \(2-g\) | \(\tfrac23(Z\alpha)^2\) | splitting at 1 T (GHz) |
|---|---|---|---|---|
| 1 | 1.9999645 | \(3.55014\times10^{-5}\) | \(3.55009\times10^{-5}\) | 27.9920 |
| 10 | 1.9964452 | \(3.55483\times10^{-3}\) | \(3.55009\times10^{-3}\) | 27.9427 |
| 50 | 1.9080792 | \(9.19208\times10^{-2}\) | \(8.87523\times10^{-2}\) | 26.7059 |

Relative to \(2-g\), the leading term falls short by \(1.3\times10^{-5}\) at \(Z=1\), by \(0.13\%\) at \(Z=10\) and by \(3.4\%\) at \(Z=50\). At \(Z=50\) the quartic term \(2.954\times10^{-3}\) lowers the estimate from \(1.911248\) to \(1.908294\), which is still \(2.1\times10^{-4}\) above (4).

**Q.** Signs and factors of \(i\) were everywhere in your algebra. What independent evidence is there that none slipped?

**A.** The program asserts the main links that lead to (4) by separate routes. For \(Z=50\) it applies the \(4\times4\) operator \(H_0\) to the spinor by Cartesian finite differences at three points, recovers \(\gamma c^2\psi\), and confirms the current formula there. It integrates the explicit matrices over space for a tilted field and finds \(\tfrac g4\mathbf B\cdot\boldsymbol\sigma\) to \(10^{-11}\) for \(Z=1,50,100\). It diagonalises the radial problem for \(Z=1,10,50,100\) in a basis with exponent \(1.3Z\), so that the exact state is not a basis function, and matches (4) and \(\langle\beta\rangle=\gamma\) to \(10^{-8}\). It also checks \(\langle r\rangle\) by quadrature, the series symbolically, and \(E(m,B)=E(-m,-B)\) in the finite field.

**Q.** Would a measurement on a real ion return the numbers in your table?

**A.** No. They are values of the model, and the digits serve only to compare (4) with its truncations. For a nucleus without spin the largest omission at low \(Z\) is radiative. The Schwinger term, which is taken as known and not derived here, raises the free-electron \(g\) by \(\alpha/\pi=2.3228\times10^{-3}\), with sign opposite to the binding correction. Setting \(\tfrac23(Z\alpha)^2=\alpha/\pi\) gives \(Z=\sqrt{3/(2\pi\alpha)}=8.089\), so at leading order the radiative term is the larger for \(Z\le8\) and the binding term for \(Z\ge9\). Nuclear recoil adds terms suppressed by the ratio of electron mass to nuclear mass. A nucleus with spin adds hyperfine coupling, and then \(m\) alone no longer labels the levels. Even when the Zeeman energy dominates, each \(m\) level is still split according to the projection of the nuclear spin. A finite nuclear radius changes \(V\) near the origin. Equation (4) then ceases to hold, but the potential is still central, so (5) applies with \(\langle\beta\rangle\) taken from the modified state.

## Values computed for the example and the checks

```
alpha = 7.2973525643e-03, c = 137.0359992 a.u.
unit of B = 2.350518e+05 T; 1 T = 4.254382e-06 a.u.
1 hartree = 6.579684e+06 GHz
series of g in t = Z alpha: -t**6/12 - t**4/6 - 2*t**2/3 + 2
Z=1: Z alpha = 0.007297353, gamma = 0.9999733740
Z=1: a = 0.003648725, <r> = 1.499973374 bohr
Z=1: E - c^2 = -0.5000067 hartree
Z=1: I formula = 5.472917273e-03 bohr, basis = 5.472917273e-03 bohr
Z=1: g = 1.9999644986, 2 - g = 3.550138e-05
Z=1: (2/3)(Za)^2 = 3.550090e-05, (Za)^4/6 = 4.726178e-10
Z=1: g to (Za)^2 = 1.9999644991, to (Za)^4 = 1.9999644986
Z=1: splitting at 1 T = 4.2543066e-06 hartree = 27.991993 GHz
Z=1: B/Z^2 at 1 T = 4.254e-06
Z=10: Z alpha = 0.072973526, gamma = 0.9973338782
Z=10: a = 0.036535467, <r> = 0.149733388 bohr
Z=10: E - c^2 = -50.0667420 hartree
Z=10: I formula = 5.463286608e-03 bohr, basis = 5.463286608e-03 bohr
Z=10: g = 1.9964451709, 2 - g = 3.554829e-03
Z=10: (2/3)(Za)^2 = 3.550090e-03, (Za)^4/6 = 4.726178e-06
Z=10: g to (Za)^2 = 1.9964499097, to (Za)^4 = 1.9964451835
Z=10: splitting at 1 T = 4.2468204e-06 hartree = 27.942736 GHz
Z=10: B/Z^2 at 1 T = 4.254e-08
Z=50: Z alpha = 0.364867628, gamma = 0.9310594041
Z=50: a = 0.188946869, <r> = 0.028621188 bohr
Z=50: E - c^2 = -1294.6261491 hartree
Z=50: I formula = 5.221472506e-03 bohr, basis = 5.221472506e-03 bohr
Z=50: g = 1.9080792054, 2 - g = 9.192079e-02
Z=50: (2/3)(Za)^2 = 8.875226e-02, (Za)^4/6 = 2.953861e-03
Z=50: g to (Za)^2 = 1.9112477426, to (Za)^4 = 1.9082938814
Z=50: splitting at 1 T = 4.0588491e-06 hartree = 26.705944 GHz
Z=50: B/Z^2 at 1 T = 1.702e-09
Z=50, B=10 a.u.: B/Z^2 = 0.0040, apparent g = 1.908076699
Z=50, B=10 a.u.: g error = -2.506e-06, common shift = 8.259306e-03 hartree
Z=50, B=20 a.u.: B/Z^2 = 0.0080, apparent g = 1.908069181
Z=50, B=20 a.u.: g error = -1.002e-05, common shift = 3.303538e-02 hartree
extrapolated g = 1.908079205; error ratio = 4.000; shift ratio = 3.9998
g error / ((Za)^2 (B/Z^2)^2) = -1.177
Yukawa Z=50, mu=10 /bohr: E - c^2 = -858.81911 hartree, <beta> = 0.93415989
  g from I = 1.91221319, from <beta> = 1.91221319, with E/c^2 instead = 1.93902229
Yukawa Z=2, mu=0.5 /bohr: <T> = 1.854897 hartree
  2 - g = 1.31709e-04, (4/3) alpha^2 <T> = 1.31701e-04
alpha/pi = 2.322819e-03; equals (2/3)(Za)^2 at Z = 8.089
```
